# Computing and inverting multiphonon incoherent scattering spectra of harmonic crystals, part 1

(Sections cited here and not found follow in the second part.)

## Multiphonon expansion of incoherent scattering: forward algorithms, inversion and errors

A spectrum of inelastic incoherent scattering is tempting to read as a phonon density of states multiplied by known thermal factors. That reading is exact only for the one-phonon part of the spectrum. In the model crystal worked out below, at $Q = 10$ Å⁻¹ and 300 K, dividing out the one-phonon factors and normalising gives a "density of states" with 24% of its weight at and above 40 meV, where the true one has all but vanished ($1.6\times10^{-9}$ meV⁻¹ at 45 meV), and with a mean energy of 30.9 meV in place of 20.5 meV. The false weight comes from processes that exchange several phonons. They cannot be discarded by an energy cut, since they supply 56% of the intensity at the 30 meV peak itself. In a harmonic crystal, for one kind of atom and one direction of $\mathbf Q$, they are all fixed by the one-phonon term. This makes their calculation possible, and also their exact removal when a single density of states describes the whole signal at fixed $Q$; the last section lists the cases where it does not.

Energies are in meV, lengths in Å and times in $\hbar$/meV, so that a phase is written $Et$.

### The correlation function

The crystal is harmonic and in equilibrium at $\beta = 1/k_BT$. The probe scatters once, from one atom of mass $M$, with momentum transfer $\hbar\mathbf Q$. The displacement of that atom along $\mathbf Q$ is $u$, the energy $E>0$ is given to the crystal, and $E_R = \hbar^2Q^2/2M$. With eigenstates $|i\rangle$, $|f\rangle$ of the Hamiltonian $H$ and Boltzmann weights $p_i$,

$$S(E) = \sum_{i,f} p_i\,|\langle f|e^{iQu}|i\rangle|^2\,\delta(E - E_f + E_i), \qquad I(t) = \int S(E)\,e^{iEt}\,dE .$$

The integral replaces the delta function by $e^{iE_ft}e^{-iE_it}$. These phases are the action of $e^{iHt}$ on $|f\rangle$ and of $e^{-iHt}$ on $|i\rangle$, and the sum over $f$ is the identity:

$$I(t) = \sum_i p_i \langle i|e^{-iQu}\,e^{iHt}e^{iQu}e^{-iHt}|i\rangle = \langle e^{-iQu(0)}\,e^{iQu(t)}\rangle, \qquad u(t) = e^{iHt}u\,e^{-iHt}.$$

Let the normal modes have energies $E_j>0$, and let $e_j$ be the component of the real, normalised eigenvector $j$ of the mass-weighted force-constant matrix on our atom and direction. The eigenvectors form an orthogonal matrix, so the weights $w_j = e_j^2$ sum to one. Then

$$u(t) = \sum_j c_j\,(a_j e^{-iE_jt} + a_j^\dagger e^{iE_jt}), \qquad c_j^2 = \frac{\hbar^2 w_j}{2ME_j}, \qquad Q^2c_j^2 = \frac{E_R w_j}{E_j}.$$

Two identities evaluate the average. The first holds when $[A,B]$ is a number. For $F(s) = e^{sA}e^{sB}$ one has $F' = (A + e^{sA}Be^{-sA})F = (A + B + s[A,B])F$, because the series for $e^{sA}Be^{-sA}$ stops after its second term. The solution with $F(0)=1$ is $e^{s(A+B)}e^{s^2[A,B]/2}$, so $e^Ae^B = e^{A+B}e^{[A,B]/2}$.

The second is the thermal average of $e^X$ for $X = \alpha a + \alpha' a^\dagger$ in one mode. The first identity with $A = \alpha'a^\dagger$, $B = \alpha a$, $[A,B] = -\alpha\alpha'$ gives $e^X = e^{\alpha'a^\dagger}e^{\alpha a}e^{\alpha\alpha'/2}$. In a thermal average only equal powers of $a^\dagger$ and $a$ survive. With $x = e^{-\beta E_j}$ and level weights $(1-x)x^m$,

$$\langle a^{\dagger k}a^k\rangle = (1-x)\sum_m \frac{m!}{(m-k)!}x^m = (1-x)\,x^k\frac{d^k}{dx^k}\frac{1}{1-x} = k!\,\bar n^k, \qquad \bar n = \frac{x}{1-x}.$$

Hence $\langle e^{\alpha'a^\dagger}e^{\alpha a}\rangle = \sum_k (\alpha\alpha'\bar n)^k/k! = e^{\alpha\alpha'\bar n}$ and $\langle e^X\rangle = e^{\alpha\alpha'(\bar n+1/2)}$. Since $\langle X^2\rangle = \alpha\alpha'\langle aa^\dagger + a^\dagger a\rangle = \alpha\alpha'(2\bar n+1)$, this is $\langle e^X\rangle = e^{\langle X^2\rangle/2}$. For a sum over modes the exponential and the density matrix both factorise and the cross terms of $\langle X^2\rangle$ vanish, so the identity carries over.

Take $A = -iQu(0)$ and $B = iQu(t)$. Their commutator is $Q^2\sum_j c_j^2(e^{iE_jt} - e^{-iE_jt})$, a number, which therefore equals its own average $\langle AB\rangle - \langle BA\rangle$. Then

$$\ln I = \tfrac12\langle (A+B)^2\rangle + \tfrac12[A,B] = \tfrac12\langle A^2\rangle + \tfrac12\langle B^2\rangle + \langle AB\rangle = -Q^2\langle u^2\rangle + Q^2\langle u(0)u(t)\rangle ,$$

the terms $\langle BA\rangle$ having cancelled. In $\langle u(0)u(t)\rangle$ the product $a_ja_j^\dagger$ carries $e^{iE_jt}$ and averages to $\bar n_j+1$, while $a_j^\dagger a_j$ carries $e^{-iE_jt}$ and averages to $\bar n_j$. With the projected density of states $g(E) = \sum_j w_j\,\delta(E-E_j)$, of unit area,

$$p(t) \equiv Q^2\langle u(0)u(t)\rangle = E_R\int_0^\infty \frac{g(E)}{E}\left[(\bar n+1)e^{iEt} + \bar n e^{-iEt}\right]dE = E_R\int_0^\infty\frac{g(E)}{E}\left[\coth\frac{\beta E}{2}\cos Et + i\sin Et\right]dE ,$$

where $2\bar n+1 = \coth(\beta E/2)$. The two terms join into one function on the whole axis,

$$p(t) = \int_{-\infty}^{\infty}P(E)\,e^{iEt}dE, \qquad P(E) = \frac{E_R\,g(|E|)}{E\,(1-e^{-\beta E})} .$$

For $E>0$, $1/(1-e^{-\beta E}) = \bar n+1$. At $-E$ the denominator is $-E(1-e^{\beta E}) = E(e^{\beta E}-1) = E/\bar n$. So $P\ge0$ everywhere and $P(-E) = e^{-\beta E}P(E)$. With $2W \equiv p(0) = Q^2\langle u^2\rangle$,

$$I(t) = \exp[\,p(t) - 2W\,]. \tag{1}$$

The area $2W$ is finite at $T>0$ only if $g/E^2$ is integrable at the origin, since $\coth(\beta E/2)\to 2/\beta E$. Acoustic phonons in three dimensions give $g\propto E^2$, which suffices. In one and two dimensions, where $g\propto E^0$ and $g\propto E$, $2W$ diverges at $T>0$, only the difference $p(t)-2W$ exists, and the expansion below is lost. At $T=0$ the condition is that $g/E$ be integrable, which holds in two dimensions but not in one.

The function $g$ depends in general on the atom and on the direction of $\mathbf Q$. For a site of cubic symmetry the tensor $\sum_j e_{j\alpha}e_{j\beta}F(E_j)$, for any $F$, is invariant under the point group. A twofold rotation about $x$ reverses the sign of the $xy$ and $xz$ elements, which must vanish, and likewise $yz$; the threefold axis makes the diagonal elements equal. In a Bravais crystal all atoms are equivalent as well, so $g$ is the total density of states normalised to one. The program tests the tensor for an fcc lattice of nearest-neighbour springs and finds $\langle u_z^2\rangle/\langle u_x^2\rangle = 1.000000$; doubling the springs in the $xy$ planes gives 1.1874 on the $8^3$ mesh used, with $\hbar = M = k_BT = 1$ and unit springs. This value is not converged: it rises to about 1.22 on finer meshes, and it depends on temperature.

Equation (1) is tested against the definition of $S$ by diagonalising two coupled oscillators in a number basis ($\hbar = M = 1$, mode frequencies 1.04881 and 1.44914, weights 0.8 and 0.2, $Q=1.5$, $\beta=2$). The largest deviation over five times is $4\times10^{-14}$, on the scale $I(0)=1$.

### Poisson weights and what they count

Write $P = 2W A_1$ with $A_1$ of unit area and transform $a_1(t)$. Expanding the exponential in (1), and noting that $a_1^n$ is the transform of the $n$-fold convolution $A_n = A_1*A_{n-1}$, $A_0 = \delta$, gives

$$S(E) = \sum_{n=0}^\infty e^{-2W}\frac{(2W)^n}{n!}A_n(E). \tag{2}$$

Each $A_n$ is non-negative with area $a_1(0)^n = 1$, so order $n$ carries the Poisson weight of mean $2W$. Detailed balance passes to every order: if $a$ and $b$ obey it, the substitution $E'\to-E'$ gives $(a*b)(-E) = \int a(-E')\,b(-(E-E'))\,dE' = e^{-\beta E}(a*b)(E)$.

The order $n$ is not the number of phonons created, except at $T=0$. The total number operator $\hat N$ commutes with $H$, and the probability of a net change $m$ has the generating function $\sum_m \mathrm{Prob}(m)e^{im\phi} = \langle e^{-iQu}e^{i\phi\hat N}e^{iQu}e^{-i\phi\hat N}\rangle$. This is the average already evaluated, with every phase $E_jt$ replaced by $\phi$:

$$\sum_m\mathrm{Prob}(m)\,e^{im\phi} = e^{\lambda_+(e^{i\phi}-1)}\,e^{\lambda_-(e^{-i\phi}-1)}, \qquad \lambda_+ = E_R\!\int_0^\infty\!\frac{g\,(\bar n+1)}{E}dE, \quad \lambda_- = E_R\!\int_0^\infty\!\frac{g\,\bar n}{E}dE ,$$

with $\lambda_++\lambda_- = 2W$. The net change is distributed as the difference of two independent Poisson variables, emissions minus absorptions, and $n$ is their sum. Collecting the coefficient of $e^{im\phi}$ for $m\ge0$ gives the Skellam distribution,

$$\mathrm{Prob}(m) = e^{-2W}\sum_{k\ge0}\frac{\lambda_+^{k+m}\lambda_-^k}{(k+m)!\,k!} = e^{-2W}\left(\frac{\lambda_+}{\lambda_-}\right)^{m/2}\mathcal I_m\!\left(2\sqrt{\lambda_+\lambda_-}\right),$$

by the series $\mathcal I_m(z) = \sum_k (z/2)^{2k+m}/[k!(k+m)!]$ of the modified Bessel function; negative $m$ follow by exchanging $\lambda_+$ and $\lambda_-$, which gives the same expression with $\mathcal I_{|m|}$. At $T=0$, $\lambda_-=0$, only $k=0$ remains and $m=n$ is Poisson. In the two-oscillator test, where each eigenstate is labelled by the expectation value of $\hat N$, the Poisson law at $T=0$ (mean 1.01338) and the Skellam law at $\beta=2$ ($\lambda_+ = 1.14251$, $\lambda_-=0.12913$) both hold to better than $10^{-15}$ in absolute probability.

The elastic weight needs the same care. If $g$ has no delta functions, $p(t)\to0$ at long times by the Riemann–Lebesgue lemma, the $A_n$ with $n\ge1$ contain no delta function, and the elastic weight is $f_0 = e^{-2W}$. For discrete modes, emission and reabsorption of the same quantum also return $E=0$. If the frequencies are incommensurate, $E=0$ requires zero net change in every mode, and the Skellam formula applied mode by mode, with $\sqrt{\bar n(\bar n+1)} = x^{1/2}/(1-x) = 1/[2\sinh(\beta E_j/2)]$, gives

$$e^{-2W}\prod_j\mathcal I_0(z_j), \qquad z_j = \frac{E_Rw_j}{E_j\sinh(\beta E_j/2)} .$$

The two oscillators have $e^{-1.14251-0.12913} = 0.28037$, while the exact elastic weight is 0.31475, larger by 12% and equal to the product formula within the test. For $N_m$ extended modes $w_j\sim1/N_m$ and $\ln\mathcal I_0\approx z^2/4$, so the correction scales as $N_m^{-1}\int g\,E^{-4}dE$; cut off at the lowest mode energy, $\propto N_m^{-1/3}$, it vanishes as $N_m^{-2/3}$. Degenerate modes, as in a periodic crystal, enter the product as one mode with their weights summed; for a cubic lattice this raises the prefactor and keeps the power. A localised mode keeps a finite $w_j$ and keeps the correction.

The cumulants of $S$ serve as checks on any computed spectrum. From (1), $\ln I = \int P\,(e^{iEt}-1)\,dE$, so $\kappa_k = \int E^kP\,dE$. Folding the negative axis onto the positive one multiplies $P(E)$ by $1-e^{-\beta E}$ for odd $k$ and by $1+e^{-\beta E}$ for even $k$:

$$\kappa_1 = E_R, \qquad \kappa_2 = E_R\int_0^\infty gE\coth\frac{\beta E}{2}\,dE, \qquad \kappa_3 = E_R\int_0^\infty gE^2dE .$$

These are the mean and the second and third central moments. All cumulants are proportional to $Q^2$, so the skewness $\kappa_3/\kappa_2^{3/2}$ falls as $1/Q$ and $S$ tends at large $Q$ to a Gaussian centred on the recoil energy, the impulse limit.

### Two forward algorithms

Take $E_k = k\Delta$ for $k = -N/2,\dots,N/2-1$, bin weights $s_k = S(E_k)\Delta$ with the elastic weight added to $s_0$, and times $t_j = 2\pi j/N\Delta$ with step $\delta t = 2\pi/N\Delta$.

Algorithm A is repeated convolution. Set $\pi_k = P(E_k)\Delta$, using at $k=0$ the limit $P(0) = E_Rk_BT\lim_{E\to0} g/E^2$, and $2W = \sum_k\pi_k$. Start from $T_0 = e^{-2W}\delta_{k0}$ and form $T_n = (T_{n-1}*\pi)/n$, which builds $e^{-2W}\pi^{*n}/n!$ without a separate power or factorial. The spectrum is $\sum_nT_n$. With $K$ non-zero points in $\pi$ the cost is $NK$ per order, and the orders are obtained separately.

Algorithm B is exponentiation. Evaluate $p(t_j)$ for $j = -N/2,\dots,N/2-1$ (the continuous $p(t)$ is not periodic, so the negative times are needed), form $I_j = e^{p(t_j)-p(0)}$, and take $s_k = N^{-1}\sum_jI_je^{-iE_kt_j}$ by one fast Fourier transform. All orders are included at once.

Four errors arise.

*Truncation of the series (A only).* The omitted part $\sum_{n>n_{\max}}T_n$ is non-negative, so its $L^1$ norm equals its area, and the error relative to the unit area of $S$ is exactly the Poisson tail $1-e^{-2W}\sum_{n\le n_{\max}}(2W)^n/n!$. This controls the integrated error only. Far in the wings of $S$ the high orders dominate, and the local relative error can be much larger.

*Energy step.* The sum $\Delta\sum_kP(k\Delta)e^{ik\Delta t}$ and the function $\sum_mp(t+2\pi m/\Delta)$ both have period $2\pi/\Delta$. The $k$-th Fourier coefficient of the second is $(\Delta/2\pi)\int p(t)e^{-ik\Delta t}dt = \Delta P(k\Delta)$, so the two are equal. On $|t|\le\pi/\Delta$ the grid version of $p$ is therefore in error by values of $p$ at $|t|\ge\pi/\Delta$. For a smooth $P$ these are negligible once $\Delta$ resolves the narrowest feature. A jump $J$ in $P$, as at a Debye cutoff, contributes by partial integration a term of modulus $J/|t|$ to $p$, and the largest error over $|t|\le\pi/\Delta$ falls only as the first power of $\Delta$. At fixed $t$ the error is of second order if the jump lies on a grid point that is given the mean of the two one-sided values of $P$; it is also of second order if the jump lies midway between two grid points, and for other placements it is in general of first order.

*Window.* Weight beyond the edge $E_w = N\Delta/2$ is lost in A and folded back periodically in B. For any $\theta>0$ the step function is below $e^{\theta(E-E_w)}$, and continuing (1) to $it=\theta$ gives the bound

$$\int_{E_w}^\infty S\,dE \le \exp\left[-\theta E_w + \int P\,(e^{\theta E}-1)\,dE\right].$$

The loss side is the critical one, since detailed balance suppresses the gain side further.

*Rounding.* A adds only non-negative numbers, so each bin is accurate relative to its own size. The transform in B mixes all bins, so its rounding error is absolute, set by the machine precision on the scale of the whole spectrum, and the far wings are lost beneath it.

### Worked example: the forward problem

The model has round parameters and stands for no material: $M = 50$ u, $T = 300$ K, $Q = 10$ Å⁻¹, and

$$g(E) = E^2\left[c_a\,e^{-(E/20)^4} + c_b\,e^{-(E-30)^2/(2\cdot2.5^2)}\right],$$

with $E$ in meV and $c_a = 2.85617\times10^{-4}$, $c_b = 5.28255\times10^{-5}$ meV⁻³ chosen to put 0.7 of the weight in the band and 0.3 in the peak. The grid has $\Delta = 0.5$ meV and $N = 4096$, so $\delta t = 0.003068$ $\hbar$/meV. The program and its output are given after the text.

With $\hbar^2/2M = 0.041802$ meV Ų, $E_R = 0.041802\times100 = 4.180$ meV ($1.536\times10^{-4}$ hartree). Quadrature at $k_BT = 25.852$ meV gives $2W/E_R = 0.291193$ meV⁻¹, so $2W = 4.18016\times0.291193 = 1.2172 = 0.7352+0.4821 = \lambda_++\lambda_-$, and $\langle u^2\rangle = 1.2172/100 = 0.01217$ Ų (0.0435 bohr²). The weights follow by the recursion of algorithm A: $e^{-1.21724} = 0.29605$, then $0.29605\times1.21724 = 0.36036$, $0.36036\times1.21724/2 = 0.21932$, $0.21932\times1.21724/3 = 0.08899$, and on to 0.02708, 0.00659, 0.00134. Stopping at $n=3$ omits $1-0.96472 = 0.03528$. The measured $L^1$ distance between the four-term sum of A and the full result of B is 0.035283, equal to the Poisson tail. Orders up to $n=9$ bring it below $10^{-6}$.

The two algorithms agree to $6\times10^{-17}$ in every bin weight, although B evaluates $p$ from the cosine and sine form on a separate, finer energy grid. The moments are $\kappa_1 = 4.180$ meV, $\kappa_2 = 229.0$ meV² and $\kappa_3 = 2033$ meV³, tested against quadrature of the formulas above. The skewness $2033/229.0^{3/2}\approx0.59$ shows that the impulse limit is still far away. The ratio $S(20)/S(-20)$ returns 300.0 K. The shares of the orders are:

| $E$ (meV) | $S$ (meV⁻¹) | $n=1$ | $n=2$ | $n=3$ | $n=4$ |
|---|---|---|---|---|---|
| 15 | 0.015010 | 0.585 | 0.281 | 0.100 | 0.027 |
| 30 | 0.006756 | 0.437 | 0.336 | 0.162 | 0.050 |
| 45 | 0.001423 | 0.000 | 0.444 | 0.359 | 0.147 |

The full multiphonon spectrum now follows from a single density of states through equation (1), and two forward algorithms, with their errors identified, agree on the model crystal. What remains is the reverse task: recovering the density of states from the spectrum, and finding how noise, errors in the data and the assumptions of the model limit that recovery.
